Why Fe–O Hybridization Can Favour Perpendicular Magnetization at Fe/MgO

**Definitions and conventions**

The film normal is z, and the magnetization makes an angle θ with it. One-electron energies are measured from the Fermi level, which the metal holds fixed. The anisotropy per interface Fe atom is

K = Ω(in-plane) − Ω(perpendicular),

where Ω is the one-electron grand potential. K > 0 favours perpendicular magnetization. Magnetostatic energy is kept separate.

The minimal model keeps two minority-spin orbitals of an interface Fe atom, d_xz and d_yz. An O atom sits directly above the Fe atom. Its p_x and p_y orbitals have energy ε_p < 0 and couple to d_xz and d_yz respectively, each with strength V. Spin-orbit coupling on Fe is ξ L·S, with L and S in units of ħ. Spin-orbit coupling and dispersion on O are neglected.

**What happens: the pair responds to perpendicular magnetization**

Let the majority spin point along the unit vector m. A minority state then has ⟨S⟩ = −m/2. If the exchange splitting is large, spin flips can be dropped, and the coupling becomes −(ξ/2) m·L.

The pair is built from states with L_z = ±1. L_x and L_y change L_z by one unit, so they lead out of the pair and have no matrix elements within it. About the normal, d_xz varies as cos φ and d_yz as sin φ. With L_z = −i∂/∂φ,

L_z|xz⟩ = i|yz⟩,  L_z|yz⟩ = −i|xz⟩.

The spin-orbit element between xz and yz is therefore ih cos θ, with h = ξ/2.

Without spin-orbit coupling, a twofold rotation about z reverses the sign of both orbitals and sends k to −k, so H(−k) = H(k). Time reversal of the spinless problem gives H(−k) = H(k)*. Together they make the matrix real. Write its diagonal elements as e₀ ± d₃ and its off-diagonal element as d₁. Adding the imaginary spin-orbit element gives the levels

e± = e₀ ± R,  R² = d² + h² cos²θ,  d² = d₁² + d₃².

Perpendicular magnetization thus pushes the two levels apart, while in-plane magnetization leaves them at e₀ ± d.

At zero temperature a level e contributes min(e,0) = (e − |e|)/2. With u = e₀, the pair contributes

½[(u+R) − |u+R| + (u−R) − |u−R|]
= u − ½(|u+R| + |u−R|)
= u − max(|u|,R).

Averaging over the Brillouin zone, and writing R⊥ = √(d²+h²), gives

K = ⟨max(|u|,R⊥) − max(|u|,d)⟩ ≥ 0.

Where |u| ≥ R⊥, the two levels are both filled or both empty for both magnetization directions, and that k contributes nothing. Energy is gained where the Fermi level lies between the two levels of the perpendicular state, |u| < R⊥.

The sign does not depend on a sharp Fermi edge. At temperature T a level contributes F(e) = −k_BT ln[1 + exp(−e/k_BT)]. Its slope is the Fermi function, which falls with e. Hence

d[F(u+R) + F(u−R)]/dR = F′(u+R) − F′(u−R) ≤ 0.

Averaging F over a common Lorentzian level shape preserves this falling slope. At fixed electron number N and zero temperature, the energy is the maximum over Fermi energy μ of Ω(μ) + μN. Since Ω is no higher for perpendicular magnetization at any μ, neither is this energy.

**Why oxygen matters: it moves the filling threshold**

The Fe–O coupling is the same for both orbitals, so each d eigenvalue e mixes separately with one O level:

f, g = (e+ε_p)/2 ± √[(e−ε_p)²/4 + V²].

Here f is antibonding and g is bonding. Their sum is e + ε_p and their product is eε_p − V². The lower root g stays below ε_p, so it is filled. The upper root reaches the Fermi level when the product vanishes:

e* = V²/ε_p = −V²/|ε_p|.

Hybridization therefore acts on the pair like a Fermi level lowered to e*. A filled pair can become partly filled.

The sign of K survives the mixing. Below e* the two filled levels contribute f + g = e + ε_p, with slope 1. Above e* only g contributes, with slope 1 − f′. Since f′ lies between 0 and 1 and f″ > 0, this slope is smaller than 1 and keeps falling. The contribution is again concave in e, and the preceding argument applies.

For levels near threshold, differentiate (f−e)(f−ε_p) = V²:

(f′−1)(f−ε_p) + (f−e)f′ = 0.

Setting f = 0 and e = e* gives the d weight

Z = f′(e*) = |ε_p|/(|ε_p|+|e*|) = 1/(1+V²/ε_p²).

To first order, f = Z(e−e*). Each d level then contributes e + ε_p − Z max(e−e*,0). Redefine u = e₀ − e*. Because max(x,0) = x − min(x,0), the pair sum of the last term is

max(u+R,0) + max(u−R,0) = 2u − [u − max(|u|,R)] = u + max(|u|,R).

Terms independent of R cancel between the two directions, leaving

K ≈ Z⟨max(|u|,R⊥) − max(|u|,d)⟩.

Two limits show what sets the size. For a flat pair, d = 0 and

K = Z max(0, h−|u|),

which is linear in ξ at u = 0. For dispersive bands and small h, √(d²+h²) − d ≈ h²/(2d), so

K ≈ Z h² ⟨1/(2d)⟩,

where only k with |u| < d contribute to the average. The angular dependence is then cos²θ at leading order, rather than the |cos θ| of a flat pair at u = 0.

**How large: a worked interface**

The parameters below are rough, round values in the regime of Fe/MgO, not a first-principles calculation:

- ξ = 0.050 eV and ε_p = −4.50 eV
- bare pair energy ε_t = −0.25 eV
- hopping t = 0.10 eV on a square lattice with a = 0.287 nm
- V = 0.70 eV

Only π hopping between Fe atoms is kept, so xz disperses along x and yz along y:

e_xz = ε_t + 2t cos(k_x a),  e_yz = ε_t + 2t cos(k_y a).

Thus e₀ = ε_t + t(cos k_x a + cos k_y a) and d = t|cos k_x a − cos k_y a|.

The highest spin-orbit-split level is at k = 0, because e₀ + R rises with either cosine. Its energy is −0.25 + 0.20 + 0.025 = −0.025 eV, so the bare pair is filled and K = 0. The onset condition e* = −0.025 eV gives

V_c = √(4.50 × 0.025) = 0.335 eV.

At V = 0.70 eV,

e* = −0.49/4.50 = −0.109 eV,
Z = 1/(1 + 0.49/20.25) = 0.976.

The electron count in the upper pair, evaluated without spin-orbit coupling, falls from 2.00 to 1.50. In a real interface, losing this much charge would lower the Fe levels electrostatically and refill part of the pair, a response the model leaves out. With these bands, K hardly changes until the pair is nearly full, and then it falls. The margin is narrow. Lowering the pair by 0.04 eV, which still leaves it 0.28 electron short of full, changes K by only 2%. Lowering it by 0.06 eV more than halves K, and 0.07 eV leaves about a tenth. The response matters little only if it stays below roughly 0.14 eV per missing electron; a stronger one removes much of the gain due to O. Diagonalization with O retained gives K = 1.508 meV per atom, or 2.93 mJ/m². The threshold formula gives 1.507 meV on the same k mesh and 1.524 meV on a finer one, so the mesh error is about 1%. The small-h formula gives 1.523 meV on the finer mesh. Tilting the magnetization from in-plane to 45° gains 0.750 meV, close to the half expected from cos²θ.

A flat pair 10 meV above threshold would give 0.976 × (25−10) = 14.6 meV. Band dispersion is therefore a major reason why the example has a much smaller K than ξ/2.

For the pair alone, more hybridization is not always better. With all other settings fixed:

- V = 0.3 eV: K = 0
- V = 0.5 eV: K = 1.18 meV
- V = 0.7 eV: K = 1.51 meV
- V = 1.0 eV: K = 1.47 meV
- V = 1.6 eV: K = 0.02 meV

At the last value e* = −0.57 eV, below the lowest pair level at −0.475 eV, so the antibonding pair is empty. The small remainder comes from the curvature of the filled bonding level. Expanding g(e₀+R) + g(e₀−R) gives a gain |g″|h², with |g″| = V²/(4s³) and s the square root in f and g. At e = −0.25 eV, |g″| = 0.034 eV⁻¹, and the gain is 0.02 meV.

**What the two-orbital model leaves out**

Without Fe–O coupling, the main competitor is d_z². For magnetization along x, L_x couples it to d_yz with an element of modulus √3. A filled yz level at −0.25 eV and an empty z² level at 0.80 eV give an in-plane gain of about

3h²/(1.05 eV) = 1.8 meV.

Oxygen p_z raises z² through σ coupling, which enlarges this denominator and weakens the competitor.

A larger model includes all five d orbitals, both spins and three O p orbitals. It takes a σ coupling of 1.40 eV, an exchange splitting of 2.50 eV and flat e_g levels (z² and x²−y²) at 0.80 eV. The xy orbital starts at the pair energy and has π hopping along both axes. Switching on Fe–O coupling, with every other setting fixed, changes K from −1.10 to +1.13 meV. The π coupling alone gives +0.74 meV; the σ coupling alone gives −0.65 meV. In this parameter set, π coupling is enough to reverse the sign and σ coupling is not. The π-induced change, 1.84 meV, exceeds the pair's own 1.51 meV, so the other orbitals also take part. Without spin flips, the minority channels taken one at a time contribute to K as follows (meV, without and with both Fe–O couplings): xz–yz 0 and +1.52; xy–(x²−y²) +2.02 and +2.02; yz–z² −1.82 and −0.98; xz–xy −0.56 and −1.06; yz–(x²−y²) −0.61 and −0.47. The largest perpendicular term is xy–(x²−y²), which O does not change, and the positive total depends on it. With O present, xz–xy opposes perpendicular magnetization slightly more than z² does.

The final sign is less secure than the direction of the change. Four combinations of e_g at 0.5 or 1.2 eV and xy shifted by ±0.2 eV all give K < 0 without Fe–O coupling. With it, K ranges from 0.04 to 1.90 meV. The lowest value (0.06 meV on a finer mesh) is too close to zero to support a prediction of sign. The reversal also relies on holding the Fe levels fixed: with O on, lowering all five d levels by 0.04 eV gives 0.87 meV, and lowering them by 0.06 eV gives −0.08 meV.

Other corrections to the pair result are:

- **Spin flips.** They reduce K from 1.51 to 1.39 meV. For in-plane magnetization, L_z couples filled majority states to the 0.50 minority holes across roughly the exchange splitting. The estimate 0.50h²/(2.5 eV) ≈ 0.12 meV accounts for the reduction.
- **Temperature.** At 300 K, K is 0.21 meV without O and 1.37 meV with it. Thermal holes make the bare value nonzero.
- **Coupling to inner Fe layers.** Represented by a Lorentzian half-width of 0.10 eV, it gives 0.44 meV without O and 0.88 meV with it. The gain due to O falls from 1.51 to 0.44 meV, the largest reduction among these three corrections. The width is an assumed value, and a larger one shrinks the gain further.

**Comparison with real films**

Interface anisotropies of order 1 mJ/m² are typical of good Fe-based/MgO films, as a rough guide. The pair value of 2.9 mJ/m² and the five-orbital value of 2.2 mJ/m² are on the high side. Real interface states extend into the film, which breaks the isolated-layer assumption; the 0.10 eV broadening lowers the pair value to about 1.7 mJ/m². The five-orbital model was not broadened. Roughness, intermixing and uneven oxidation are also absent, and their effects are not sized here.

Magnetostatic energy favours in-plane magnetization in a wide, uniform film. For a moment of 2.2 μ_B per Fe atom its density is 1.87 MJ/m³. One interface with the five-orbital K balances it at

t_Fe = (2.19 × 10⁻³ J/m²)/(1.87 × 10⁶ J/m³) = 1.17 nm.

Within these assumptions, thinner films favour perpendicular magnetization. A smaller interface term reduces this thickness in proportion.

**What to do about it**

In a first-principles study, project the minority interface bands onto xz and yz and see whether they straddle the Fermi level. If they are filled, stronger Fe–O coupling can help once it lifts some of them through the Fermi level; a smaller increase may not. If they are already partly empty, more coupling may add little to the pair's contribution or reduce it, although the other orbitals can still raise the total. Check z² and xy as well, since their positions can decide the total sign.

Compare structures by total anisotropy, not by the pair term alone. Converge the k mesh on the energy difference itself, include enough Fe layers to describe the interface-state width, and add magnetostatic energy at the intended thickness. A change in oxidation or composition also shifts levels that were held fixed here, so it needs its own calculation. The full set of values is in the numerical output below.

Computed results

```
Spin-orbit strength: 0.050 eV; dd-pi hopping: 0.10 eV
Bare t2g, eg levels: -0.25, 0.80 eV
O p level: -4.50 eV; exchange: 2.50 eV
Fe-O pi, sigma couplings: 0.70, 1.40 eV
Lattice spacing: 0.287 nm; moment: 2.2 mu_B
Pair threshold e*: -0.1089 eV; d weight Z: 0.9764
Onset coupling V_c: 0.335 eV
Pair electrons without, with O: 2.000, 1.500
Pair K without O: 0.0000 meV/atom
Pair K with O, diagonalized: 1.5076 meV/atom
Pair K with O, formula: 1.5067 meV/atom
Pair K formula, fine grid: 1.5242 meV/atom
Pair K per area: 2.933 mJ/m2
Second-order pair K: 1.5233 meV/atom
Flat pair offset: 10.0 meV
Flat pair K direct, formula: 14.651, 14.646 meV/atom
In-plane minus 45-degree energy: 0.7497 meV/atom
Pair K at V=0.0 eV: 0.0000 meV/atom
Pair K at V=0.3 eV: 0.0000 meV/atom
Pair K at V=0.5 eV: 1.1833 meV/atom
Pair K at V=0.7 eV: 1.5076 meV/atom
Pair K at V=1.0 eV: 1.4724 meV/atom
Pair K at V=1.6 eV: 0.0213 meV/atom
Pair K including spin flips: 1.3934 meV/atom
Temperature: 300 K; kT: 25.85 meV
Warm pair K without, with O: 0.2059, 1.3712 meV/atom
Broadening half-width: 0.10 eV
Broadened pair K without, with O: 0.4435, 0.8814 meV/atom
K [xz,yz,z2; no spin flips] without, with O: -1.814, 0.530 meV/atom
K [five d; no spin flips] without, with O: -0.964, 1.028 meV/atom
K [five d; both spins] without, with O: -1.100, 1.126 meV/atom
Five-d K, pi only: 0.744 meV/atom
Five-d K, sigma only: -0.646 meV/atom
Five-d K with O at 300 K: 0.978 meV/atom
Five-d K with O per area, 0 K: 2.191 mJ/m2
K at eg=0.5, xy shift=-0.2 eV, without/with O: -0.636/1.899 meV
K at eg=0.5, xy shift=+0.2 eV, without/with O: -2.437/0.413 meV
K at eg=1.2, xy shift=-0.2 eV, without/with O: -0.170/1.705 meV
K at eg=1.2, xy shift=+0.2 eV, without/with O: -2.152/0.038 meV
Magnetostatic energy density: 1.872 MJ/m3
Balance thickness, pair K: 1.566 nm
Balance thickness, five-d K (negative means none): 1.170 nm
```
